# Capacitance increase from sinusoidal roughness on one plate of a capacitor

## What symmetry and dimensions fix

A flat conductor occupies the plane \(z=0\) and is held at potential zero. A second conductor, at potential \(V\), has the surface

\[
z=d+\eta(x),\qquad \eta(x)=h\cos kx .
\]

The gap is filled with a uniform linear dielectric of permittivity \(\varepsilon=\varepsilon_0\kappa\) and holds no free charge. The amplitude \(h\) is measured from mean to peak, so the rms height is \(h/\sqrt2\). The length \(d\) is the mean gap and is held fixed as \(h\) varies. Let \(C\) be the capacitance per unit projected area, with flat value \(C_0=\varepsilon/d\).

Both \(C\) and \(C_0\) are proportional to \(\varepsilon\), so their ratio depends on geometry alone. Three lengths, \(h\), \(d\) and \(1/k\), form two independent ratios:

\[
\frac{C}{C_0}-1=F\!\left(\frac hd,\,kd\right).
\]

Replacing \(h\) by \(-h\) is the same as shifting the surface sideways by half a period. A lateral shift cannot change the capacitance of an unbounded flat plate facing a periodic one, so \(F\) is even in \(h\). If \(F\) can be expanded in powers of \(h\), its first term is

\[
\frac{C}{C_0}-1=\frac{h^2}{d^2}\,A(kd)+O(h^4).
\]

Two limits restrict \(A\). For very long waves each part of the surface acts as a parallel-plate capacitor with its own gap. With angle brackets for the average over a period,

\[
\left\langle\frac{d}{d+\eta}\right\rangle
=1-\frac{\langle\eta\rangle}{d}+\frac{\langle\eta^2\rangle}{d^2}+\dots
=1+\frac{h^2}{2d^2}+\dots,
\]

since \(\langle\eta\rangle=0\) and \(\langle\eta^2\rangle=h^2/2\). Hence \(A(0)=1/2\). For very short waves the disturbance dies out before reaching the flat plate. The rough plate then acts as a flat one displaced by a length that cannot depend on \(d\). At second order that length must be a number times \(h^2k\), so \(A\) grows in proportion to \(kd\). The function joining these limits has to come from the field equations. The result is

\[
\boxed{\frac{C}{C_0}=1+\frac{h^2k\coth(kd)}{2d}+O(h^4)}
\]

for \(h\ll d\) and \(hk\ll1\).

## First derivation: expanding the boundary condition

The potential obeys \(\nabla^2\phi=0\) in the gap. Write \(\phi=\phi_0+\phi_1+\phi_2+\dots\), where \(\phi_n\) is proportional to \(h^n\). Each term satisfies Laplace's equation and vanishes at \(z=0\). The condition \(\phi(x,d+\eta)=V\) is expanded about the mean plane \(z=d\):

\[
\phi(x,d)+\eta\,\partial_z\phi(x,d)+\tfrac12\eta^2\partial_z^2\phi(x,d)+\dots=V .
\]

Collecting equal powers of \(h\) gives

\[
\phi_0(d)=V,\qquad
\phi_1(d)=-\eta\,\partial_z\phi_0(d),
\]

\[
\phi_2(d)=-\eta\,\partial_z\phi_1(d)-\tfrac12\eta^2\partial_z^2\phi_0(d).
\]

**Order zero.** The solution is \(\phi_0=Vz/d\). Its slope is \(V/d\) and its second derivative is zero.

**Order one.** The condition becomes \(\phi_1(x,d)=-(Vh/d)\cos kx\). A function \(f(z)\cos kx\) satisfies Laplace's equation if \(f''=k^2f\). The solution vanishing at \(z=0\) is a multiple of \(\sinh kz\), and the value at \(z=d\) fixes the multiple:

\[
\phi_1=-\frac{Vh}{d}\,\frac{\sinh kz}{\sinh kd}\cos kx .
\]

Its average over \(x\) is zero, so it adds no mean charge. It does redistribute charge. On the flat plate,

\[
\partial_z(\phi_0+\phi_1)\big|_{z=0}
=\frac Vd\left[1-\frac{hk}{\sinh kd}\cos kx\right],
\]

so the charge density there ripples by the fraction \(hk/\sinh kd\).

**Order two.** Differentiating \(\phi_1\) at the mean plane gives

\[
\partial_z\phi_1(x,d)=-\frac{Vh}{d}\,k\coth(kd)\cos kx .
\]

The term with \(\partial_z^2\phi_0\) is absent, and therefore

\[
\phi_2(x,d)=\frac{Vh^2}{d}\,k\coth(kd)\cos^2kx
=\frac{Vh^2}{2d}\,k\coth(kd)\,[1+\cos2kx].
\]

The \(\cos2kx\) part has zero average and adds no mean charge. Averaging Laplace's equation for \(\phi_2\) over a period removes the \(x\)-derivative, by periodicity, and leaves \(\bar\phi_2''(z)=0\). With \(\bar\phi_2(0)=0\), the mean potential is a straight line:

\[
\bar\phi_2(z)=\frac{Vh^2k\coth(kd)}{2d}\,\frac zd .
\]

The field is \(-\nabla\phi\), so the charge density on the flat plate is \(-\varepsilon\,\partial_z\phi\). The rough plate carries the opposite total charge. Hence

\[
C=\frac{\varepsilon}{V}\left\langle\partial_z\phi\right\rangle_{z=0}
=\frac{\varepsilon}{V}\left[\frac Vd+\frac{Vh^2k\coth(kd)}{2d^2}\right],
\]

and division by \(\varepsilon/d\) gives the boxed result.

The correction is positive because field and height are correlated. Where the metal protrudes into the gap the field is stronger, and where it recedes the field is weaker. The product of height and field disturbance therefore has a nonzero mean, although each factor averages to zero.

## Second derivation: energy as the roughness grows

The same coefficient follows without solving for \(\phi_2\). The field energy per projected area is

\[
W=\frac\varepsilon2\left\langle\int_0^{d+\eta}|\nabla\phi|^2\,dz\right\rangle=\frac12CV^2 .
\]

The second equality follows from \(|\nabla\phi|^2=\nabla\!\cdot(\phi\nabla\phi)\). The divergence theorem leaves the potential \(V\) times the charge of the rough plate, divided by \(\varepsilon\).

Let the amplitude grow from \(h\) to \(h+\delta h\) at fixed \(V\). The surface moves up by \(\delta\eta=\delta h\cos kx\), and the potential at a fixed point changes by \(\delta\phi\). The energy changes because the region changes and because the field changes:

\[
\delta W=\frac\varepsilon2\left\langle|\nabla\phi|_s^2\,\delta\eta\right\rangle
+\varepsilon\left\langle\int_0^{d+\eta}\nabla\phi\cdot\nabla\delta\phi\,dz\right\rangle .
\]

The subscript \(s\) means on the rough surface. Since \(\nabla^2\phi=0\), the second integrand is \(\nabla\!\cdot(\delta\phi\,\nabla\phi)\), which leaves a surface term. The flat plate contributes nothing because \(\delta\phi=0\) there. An upward normal, weighted by surface area per unit \(x\), is \((-\eta',1)\), so the second term equals

\[
\varepsilon\left\langle\delta\phi\,(\partial_z\phi-\eta'\partial_x\phi)\right\rangle_s .
\]

Two facts simplify it. The surface is an equipotential, so \(\partial_x\phi+\eta'\partial_z\phi=0\) along it. This gives

\[
\partial_z\phi-\eta'\partial_x\phi=(1+\eta'^2)\partial_z\phi,\qquad
|\nabla\phi|_s^2=(1+\eta'^2)(\partial_z\phi)^2 .
\]

The displaced surface is still at \(V\), so \(\delta\phi+\partial_z\phi\,\delta\eta=0\). The second term is therefore \(-\varepsilon\langle|\nabla\phi|_s^2\delta\eta\rangle\), twice the first in size and opposite in sign. The sum is

\[
\delta W=-\frac\varepsilon2\left\langle|\nabla\phi|_s^2\,\delta\eta\right\rangle,
\qquad
\frac{dC}{dh}=-\frac{\varepsilon}{V^2}\left\langle|\nabla\phi|_s^2\cos kx\right\rangle .
\]

The minus sign is as expected: raising the plate everywhere widens the gap and lowers the capacitance.

Only the first-order surface field is now needed. The slope of \(\phi_0\) does not vary with height, and \((\partial_x\phi)^2\) is of second order. Using \(\phi_1\) from above,

\[
|\nabla\phi|_s^2=\frac{V^2}{d^2}\left[1-2hk\coth(kd)\cos kx\right]+O(h^2).
\]

The average of \(\cos kx\) is zero and that of \(\cos^2kx\) is one half, so

\[
\frac{dC}{dh}=\frac{\varepsilon}{d^2}\,hk\coth(kd)+O(h^2).
\]

Integration from zero to \(h\) gives

\[
C-C_0=\frac{\varepsilon h^2k\coth(kd)}{2d^2}+O(h^3).
\]

Evenness removes the cubic term. Division by \(C_0\) reproduces the boxed result.

## What each derivation assumes

Both derivations assume ideal conductors, a uniform linear dielectric, a fixed mean gap and a small, smooth disturbance. Both use the same \(\phi_1\). They differ in how they reach second order.

The first carries the boundary condition to second order and obtains the charge from Gauss's law. It also supplies the second-order potential. The second assumes that the energy is \(CV^2/2\) and that the whole family of surfaces between flat and rough can be followed at fixed voltage. Its formula for \(dC/dh\) is not itself limited to small \(h\); the approximation enters when the first-order field is inserted.

Smallness has two parts. For \(kd\ll1\) the demand is \(h\ll d\); for \(kd\gg1\) it is \(hk\ll1\). In the latter limit \(\coth(kd)\to1\), and the correction \(h^2k/(2d)\) is an effective displacement \(h^2k/2\) divided by the gap, as the opening argument required.

The correction is not the increase in metal area. That increase is

\[
\left\langle\sqrt{1+\eta'^2}\right\rangle-1\simeq\frac{h^2k^2}{4},
\]

whose ratio to the capacitance correction is \(kd\tanh(kd)/2\). This ratio passes through one near \(kd=2\), where the two numbers agree by coincidence.

The fixed mean gap also matters. If the minimum gap \(d-h\) were held fixed instead, roughening would move the mean plane away by \(h\), and the capacitance would fall at first order in \(h\).

## A metal gate on a hafnium-oxide-like film

Take rough typical values: \(\kappa=20\), \(d=3\) nm, \(h=0.3\) nm, wavelength 10 nm and bias 1 V. Then \(k=2\pi/10=0.6283\) nm\(^{-1}\), \(kd=1.885\) and \(\coth(kd)=1.047\). The correction is

\[
\frac{(0.3)^2(0.6283)(1.047)}{2(3)}=0.0099 .
\]

The flat capacitance \(\varepsilon_0\kappa/d=5.90\) µF/cm² becomes 5.96 µF/cm². The same change would follow from reducing a flat film's thickness by about 0.03 nm, one tenth of the roughness amplitude.

The correction can also be computed without expanding in \(h\), by minimizing the field energy in the corrugated cell over trial potentials built from cosines in \(x\) and polynomials across the gap. With \(d\) and \(h\) fixed, the results in percent are:

| Wavelength (nm) | Formula | Full solution | Extra area |
|---:|---:|---:|---:|
| 5 | 1.887 | 1.858 | 3.464 |
| 10 | 0.987 | 0.989 | 0.882 |
| 20 | 0.640 | 0.644 | 0.222 |
| 60 | 0.516 | 0.520 | 0.025 |

The local-gap average is 0.504% at every wavelength, and the full solution approaches it for long waves. The formula is too high at 5 nm, by 1.6% of the full correction, and slightly low in the other rows. The error changes sign between 5 and 10 nm, so the close agreement at 10 nm is no measure of accuracy elsewhere.

The field responds at first order in \(h\). At the metal crest, where \(\cos kx=-1\), it is

\[
\frac Vd\,[1+hk\coth(kd)]=3.33\,(1+0.197)=3.99\ \text{MV/cm}.
\]

The full solution gives 4.03 MV/cm, about 0.8 of a rough breakdown field of 5 MV/cm. The charge on the flat plate ripples by \(hk/\sinh(kd)=5.9\%\), much more than the mean capacitance changes.

## Layers beneath the film and random roughness

In a transistor the film does not rest on a metal. Let flat layers of thickness \(t_j\) and relative permittivity \(\kappa_j\) lie between the lower conductor and the rough surface, and let \(\kappa_t\) belong to the top layer. The zero-order field in that layer is \(V/D\) in size, with \(D=\kappa_t\sum_jt_j/\kappa_j\), because the displacement is the same in all layers. Repeating the first derivation gives

\[
\frac{\Delta C}{C_0}=\frac{h^2G}{2D},\qquad
G=\left.\frac{\partial_z\phi_1}{\phi_1}\right|_{\text{mean metal plane}},
\]

where \(C_0\) is now the flat capacitance of the stack.

To find \(G\), define \(Y=\kappa\,\partial_z\phi_1/(k\phi_1)\). It is continuous at an interface because potential and normal displacement are. Inside layer \(j\), \(\phi_1\) is a combination of \(\cosh\) and \(\sinh\), so crossing the layer changes \(Y\) to

\[
Y_j=\kappa_j\,\frac{Y_{j-1}+\kappa_jT_j}{\kappa_j+Y_{j-1}T_j},\qquad T_j=\tanh(kt_j).
\]

The first layer has \(Y_1=\kappa_1\coth(kt_1)\), and finally \(G=kY_t/\kappa_t\), where \(Y_t\) is the value at the top.

A 0.8 nm oxide interlayer with permittivity 3.9 gives \(D=3+20(0.8)/3.9=7.1\) nm. The flat capacitance falls to 2.49 µF/cm² and the correction to 0.39%. If the silicon is in accumulation or strong inversion, and its charge is also represented by an equipotential plane 1.0 nm deep, behind material of permittivity 11.7, the values are 2.01 µF/cm² and 0.31%.

Real roughness is not a single wave. At second order, products of different Fourier components average to zero, so their corrections add. For an isotropic surface with height variance \(\sigma^2\) and correlation \(\sigma^2e^{-r^2/L^2}\), the correction on the single film is

\[
\frac{\sigma^2}{d}\int_0^\infty q\coth(qd)\,\frac{L^2}{2}\,q\,e^{-q^2L^2/4}\,dq .
\]

With \(\sigma^2=h^2/2\) and \(L=3\) nm it is 0.98%, close to the single-wave value for this choice of \(L\).

## How far real gates depart from the model

The parameters are in the range of hafnium-oxide gate stacks, though films in scaled logic transistors are often thinner than 3 nm. An amplitude of 0.3 nm is comparable with an atomic step, so a smooth continuum surface is itself an idealization. The model also keeps the lower interface flat, whereas a deposited film often copies the roughness beneath it. If both plates carry the same wave, the second-order correction is \(h^2k\tanh(kd/2)/d\): 1.39% at 10 nm and 0.05% at 60 nm, against 0.99% and 0.52% for one rough plate. Of the effects on capacitance estimated here, the largest comes from what lies beneath the film: the interlayer and silicon charge depth lower the flat capacitance by about two thirds and the relative roughness correction from 0.99% to 0.31%.

The gate metal is not an ideal conductor either. For a free-electron density \(n=5\times10^{22}\) cm\(^{-3}\) and Fermi energy \(E_F\), the Thomas–Fermi length is \(\lambda=\sqrt{2\varepsilon_0E_F/(3ne^2)}=0.060\) nm. Treating it as a vacuum layer in series multiplies the single-film capacitance by \(1/(1+\kappa\lambda/d)=0.71\). This counts one plate; screening both metal plates alike gives 0.55. It is a crude estimate, which ignores bound-electron polarization and the true position of the surface charge. It does not give the change in the roughness correction.

Leakage is more sensitive to thickness. A zero-temperature WKB integral over electron energy, with a trapezoidal barrier of 2 eV at the emitter and effective mass \(0.2m_e\), gives roughly 6 A/cm² for the bare flat film at 1 V. This is at best an order of magnitude. A mass of \(0.15m_e\) or \(0.25m_e\) gives 60 or 0.9 A/cm², a barrier of 1.5 or 2.5 eV gives 100 or 0.6 A/cm², and exact transmission between free-electron electrodes, which keeps the prefactor that WKB omits, gives about 22 A/cm². Averaging the planar current over the local thickness raises it by a factor of about 2.1; a film that follows a rough lower plate at constant thickness gains nothing in this average. That average is itself rough, since the surface does not vary slowly on the scale of the gap. At 1 MHz and 1 V bias the WKB differential conductance of the flat film is 0.45 of \(\omega C_0\), so with these inputs the bare film would be a lossy capacitor. Near zero bias the ratio is 0.07, and at 1 V it ranges from 3.8 to 0.07 as the mass goes from \(0.15m_e\) to \(0.25m_e\). The interlayer is not included in this estimate.

Metal grains may also differ in work function, by roughly 0.2 eV between facets. For ideal conductors and a linear dielectric, fixed surface-potential patches add a voltage-independent charge, \(Q=CV+Q_0\), and leave \(dQ/dV=C\) unchanged. The roughness correction changes the charge at 1 V by as much as a bias change of about 10 mV would. On facets wide compared with the gap, a work-function difference of 0.2 V shifts the local charge by twenty times that amount. On the flat plate, alternating stripes 10 nm wide nearly reach this contrast; 5 nm stripes give about fifteen times and 3 nm stripes about seven. This compares a local shift with a mean one: roughness also redistributes charge locally, at first order in \(h\), by about 20% on the rough plate and 6% on the flat plate. The patches do not alter the differential capacitance in this model.
